Minimum infrared linewidths from vibrational lifetimes of hydrogen in silicon

**The question**

Two hydrogen stretch modes in silicon have measured vibrational lifetimes of 7.8 ps and 295 ps. A lifetime T1 here is the time in which the population of the first excited vibrational state, and with it the vibrational energy, falls to 1/e of its initial value. The ground state does not decay. Both lines lie at roughly 2000 cm⁻¹. Wavenumber means frequency divided by the speed of light in vacuum, c = 2.997925 × 10¹⁰ cm/s, and linewidth means full width at half maximum (FWHM).

The parts below ask for the narrowest absorption lines these lifetimes allow, and then for the size of the effects that this minimum leaves out.

**Part (a). How fast does the oscillating dipole decay if the population decays with lifetime T1? Include the effect of random frequency fluctuations, and show which sign it can have.**

Answer. Light couples to the oscillating dipole, so the decay of the dipole has to be found first. Let a weak pulse put the mode into a superposition of its ground state |0⟩ and first excited state |1⟩, with amplitudes a₀ and a₁. The surrounding lattice starts in a state called "quiet". As the mode loses energy, the joint state becomes

a₀ |0, quiet⟩ + a₁(t) |1, quiet⟩ + (parts with |0⟩ and an excited lattice).

The dipole operator connects |0⟩ with |1⟩ and leaves the lattice alone. The parts with an excited lattice therefore add nothing to the oscillating dipole, because their lattice states are orthogonal to the quiet one. The dipole is proportional to the real part of a₀* a₁(t), in which a₀ is constant.

The population of the excited state is |a₁|². For weak coupling to a lattice without memory it decays exponentially:

|a₁(t)|² = |a₁(0)|² exp(−t/T1).

Taking the square root of both sides gives

|a₁(t)| = |a₁(0)| exp(−t/(2T1)).

The dipole thus decays at half the rate of the population. A classical oscillator behaves in the same way, since its energy is proportional to the square of its amplitude.

Now let the surroundings also shift the vibrational frequency at random without taking energy from the mode. Each hydrogen centre then gathers an extra phase φ(t), and the total dipole is multiplied by the average ⟨exp(−iφ)⟩. When the fluctuations are fast, the modulus of this average decays as exp(−gt), where g is the pure-dephasing rate. An average of numbers of modulus one cannot have a modulus above one, so g ≥ 0.

With T2 defined as the 1/e time of the dipole amplitude, the two decay rates add:

1/T2 = 1/(2T1) + g, g ≥ 0.

Without pure dephasing T2 = 2T1, which is 15.6 ps for the first mode and 590 ps for the second.

**Part (b). Derive the absorption line shape and its FWHM in wavenumbers. In what sense is the width without dephasing a minimum?**

Answer. Let a weak field E exp(−iωt) act on the mode. The dipole at time t is the sum of the responses to the field at all earlier times t − τ. A brief kick starts a displacement proportional to sin(ω₀τ), where ω₀ is the angular frequency of the mode. This sine equals (i/2)[exp(−iω₀τ) − exp(iω₀τ)]. Multiplied by the factor exp(iωτ) from the earlier field, the first term varies slowly near resonance, while the second oscillates rapidly and nearly averages out. Keeping only the first term and collecting the constant factors in a positive constant K, the dipole is

P(t) = iK ∫₀^∞ exp(−iω₀τ − τ/T2) E exp(−iω(t − τ)) dτ = iK E exp(−iωt) F(ω),

F(ω) = ∫₀^∞ exp[i(ω − ω₀)τ − τ/T2] dτ.

The absorbed power is the time average of the field times dP/dt. The time derivative brings a factor −iω, so the average is

½ Re[E* (−iω)(iK) E F] = ½ ωK |E|² Re F(ω).

Across a narrow line the factor ω is practically constant, and Re F gives the shape. The integral is elementary, because its integrand vanishes at the upper limit:

F(ω) = 1/[1/T2 − i(ω − ω₀)].

Multiplying numerator and denominator by the complex conjugate of the denominator and taking the real part gives

Re F(ω) = (1/T2) / [(ω − ω₀)² + (1/T2)²].

This is a Lorentzian with peak height T2. At half maximum it equals T2/2, so

(ω − ω₀)² + 1/T2² = 2/T2², and hence |ω − ω₀| = 1/T2.

The two half-maximum points are 2/T2 apart. Inserting the result of part (a),

Δω = 2/T2 = 1/T1 + 2g.

The factor 2 from the two sides of the line cancels the factor ½ from the amplitude decay, which is why T1 appears without a factor. Since ω = 2πc × (wavenumber), the width W in wavenumbers is Δω/(2πc):

W = 1/(2πcT1) + g/(πc).

As g cannot be negative, the smallest width is

W_min = 1/(2πcT1).

The refractive index of silicon does not enter, because the wavenumber is defined with the vacuum speed of light.

The centres in a real crystal may also have slightly different frequencies, and this cannot undercut the minimum if the spread is symmetric and the summed line has a single peak at its middle. To see this, measure wavenumbers in units of the half width, so that each centre contributes L(x) = 1/(1 + x²), with x the distance from that centre to the middle of the summed line. One half width to either side of the middle, the mean contribution of this centre is

½[L(x − 1) + L(x + 1)] = (x² + 2)/(x⁴ + 4).

This is at least L(x)/2, because cross-multiplication turns that claim into 2(x² + 2)(x² + 1) ≥ x⁴ + 4, or x⁴ + 6x² ≥ 0. Summed over all centres, the line one half width from its middle is still at or above half its peak. Its FWHM is therefore at least W_min.

The link between decay and width can be checked in a microscopic model in which the exponential is not put in by hand but arises from a flat, wide band of bath levels. One level was coupled equally to 1501 evenly spaced bath levels and the whole system was diagonalized. The decay rate was taken from the survival probability, and the FWHM from the way the original level is spread over the eigenstates. Their ratio came out as 1.0008, against the predicted 1. The flat band matters. If the bath has structure on the scale of the linewidth, it has memory and the decay is not exponential. The angular-frequency FWHM times the 1/e time can then lie well above or well below 1, and W_min is no longer a floor.

**Part (c). Calculate both minimum linewidths. What would result from dropping 2π, or from setting T2 = T1?**

Answer. For the first mode,

1/T1 = 1/(7.8 × 10⁻¹² s) = 1.2821 × 10¹¹ rad/s,

W_min = 1.2821 × 10¹¹ / (2π × 2.997925 × 10¹⁰) cm⁻¹ = 0.68 cm⁻¹.

For the second mode,

1/T1 = 1/(295 × 10⁻¹² s) = 3.3898 × 10⁹ rad/s,

W_min = 3.3898 × 10⁹ / (2π × 2.997925 × 10¹⁰) cm⁻¹ = 0.0180 cm⁻¹.

As frequencies, these widths are 20 GHz and 0.540 GHz. The digits follow those of the lifetimes. A numerical Fourier integral of the decaying dipole, with the width read off the resulting curve, gives 0.68062 and 0.01800 cm⁻¹, the same as the formula to the digits shown.

The widths stand in the ratio 38, the inverse of the ratio of the lifetimes. A longer lifetime gives a narrower line because the dipole completes more oscillations before it fades, which fixes its frequency more sharply.

Dropping 2π treats 1/T1 as an ordinary frequency and gives 4.3 and 0.113 cm⁻¹, too large by a factor 2π. Setting T2 = T1 makes the amplitude decay as fast as the energy and gives 1.4 and 0.0360 cm⁻¹, too large by a factor 2. The half widths at half maximum are 0.34 and 0.0090 cm⁻¹, so a quoted width must say which kind it is.

The derivation assumed a line much narrower than its own wavenumber. Relative to 2000 cm⁻¹ the widths are 3.4 × 10⁻⁴ and 9.0 × 10⁻⁶, so the condition is well met. For a mode that loses its energy within about one period, the dropped term matters and the line is no longer a symmetric Lorentzian, although for the response sin(ω₀τ) exp(−τ/T2) its FWHM remains 2/T2.

**Part (d). A spectrum shows a line of FWHM 0.11 cm⁻¹. What does this alone say about the lifetime?**

Answer. Take the population decay to be exponential, as in part (a), and the line to be a single peak whose centres, if they differ, are spread symmetrically, as in part (b). The measured width is then at least 1/(2πcT1), so

T1 ≥ 1/(2πc × 0.11 cm⁻¹) ≈ 48 ps.

This is a lower bound on the lifetime and not a value for it. The 295 ps mode could produce such a line if other broadening were present, whereas the 7.8 ps mode could not. To obtain T1 itself, one can follow the population in time, or show that the other sources of width are negligible.

**Part (e). Warming excites a low-frequency mode near the hydrogen. Each quantum in it shifts the stretch wavenumber by d = 1 cm⁻¹. The low-frequency mode lies at 100 cm⁻¹ and its energy relaxes at the rate 2πcη, with η = 20 cm⁻¹. Estimate the added width at 10, 77 and 300 K, holding T1 fixed.**

Answer. These are round model parameters, not data for a particular defect. Let k be the number of quanta in the low-frequency mode. In thermal equilibrium the probability of k is (1 − q)qᵏ, where q is the Boltzmann factor of one quantum. The sums needed are

n = ⟨k⟩ = q/(1 − q), ⟨k(k − 1)⟩ = 2q²/(1 − q)² = 2n².

The variance is therefore

⟨k²⟩ − n² = 2n² + n − n² = n(n + 1).

Next comes the time for which a fluctuation lasts. Write Γ = 2πcη. A bath at fixed temperature raises k at the rate Γn(k + 1) and lowers it at the rate Γ(n + 1)k. The mean then obeys

d⟨k⟩/dt = Γ[n(⟨k⟩ + 1) − (n + 1)⟨k⟩] = −Γ(⟨k⟩ − n).

A deviation dies out as exp(−Γt), and so does the correlation of k with itself. The angular frequency of the stretch mode fluctuates by 2πcd(k − n), with variance (2πcd)² n(n + 1). The extra phase is the time integral of this fluctuation. For times long compared with 1/Γ its mean square is

⟨φ²⟩ = 2t × (2πcd)² n(n + 1) × ∫₀^∞ exp(−Γs) ds = 2t (2πcd)² n(n + 1)/Γ.

If the phase gathered during one correlation time is small, φ is a sum of many small, nearly independent parts and has a nearly Gaussian distribution. Then ⟨exp(−iφ)⟩ = exp(−⟨φ²⟩/2), and comparison with exp(−gt) gives

g = (2πcd)² n(n + 1)/(2πcη) = 2πc d² n(n + 1)/η.

By part (b) the added width is

W_deph = g/(πc) = 2d² n(n + 1)/η.

Within this rate description, and as long as η is well above both the shift d and the typical fluctuation d√(n(n + 1)), faster relaxation of the low-frequency mode reduces the width, because the frequency shifts then average out sooner.

At 300 K, n = 1.625 and

W_deph = 2 × 1 × 1.625 × 2.625/20 cm⁻¹ = 0.43 cm⁻¹.

At 77 K, n = 0.1825 and W_deph = 0.022 cm⁻¹. At 10 K, n = 5.6 × 10⁻⁷ and the formula gives 5.6 × 10⁻⁸ cm⁻¹, but this number is not reliable. The rates used above assume a thermal energy well above η, whereas at 10 K it is only about 7 cm⁻¹. If the low-frequency mode is damped by friction proportional to its velocity, its slow thermal noise gives instead about 5 × 10⁻⁷ cm⁻¹ when the shift follows the number of quanta, and about 1.5 × 10⁻⁶ cm⁻¹ when it follows the squared displacement. Either value is negligible beside both lifetime widths.

The formula is the leading order for weak, fast fluctuations. The same model can be solved without that approximation by following the dipole separately for each k and finding the slowest decay of the coupled equations. This gives 0.405 cm⁻¹ at 300 K, so the formula is about 5% too high there, and 0.0215 cm⁻¹ at 77 K. With d reduced tenfold, the two agree within 1% at both temperatures, as they should for weaker fluctuations. These digits belong to the rate description. Damping by friction raises the leading-order width by 1 to 5% at 77 K and by 1 to 4% at 300 K, depending on the form of the coupling.

Adding these fuller values to the lifetime widths gives:

- 7.8 ps mode: 0.70 cm⁻¹ at 77 K and 1.09 cm⁻¹ at 300 K.
- 295 ps mode: 0.039 cm⁻¹ at 77 K and 0.42 cm⁻¹ at 300 K.

In this model the long-lived line has more than doubled its width by 77 K, while the short-lived line has grown by about 3%. Two limits show the trend. When the thermal energy is well below one quantum of the low-frequency mode but still above η, n is small and W_deph ≈ 2d²n/η falls off nearly exponentially on cooling. When it is far above, n is proportional to temperature and W_deph grows as its square, as long as the fluctuations still count as weak.

**Part (f). The sample has a Gaussian spread of line centres with FWHM 0.10 cm⁻¹. What widths are seen in the absence of dephasing? How long a scan does an interferometer need to follow each line?**

Answer. The observed line is the Lorentzian averaged over the Gaussian spread, known as a Voigt profile. Its FWHM has no simple closed form and was found numerically:

- 7.8 ps mode: 0.70 cm⁻¹ instead of 0.68 cm⁻¹.
- 295 ps mode: 0.11 cm⁻¹ instead of 0.018 cm⁻¹.

The first line still shows its lifetime. The second is about six times wider than its minimum, and its width mainly reports the spread of centres. This is the line of part (d), where the width gave a bound of 48 ps although the lifetime is 295 ps.

An interferometer compares light with a copy of itself delayed by t = L/c, where L is the path difference. If all centres had the same frequency and the sample absorbed only a small part of the light, the signal from the line would follow the dipole decay exp(−t/T2). With T2 = 2T1 it would fall to 1/e at

L = 2cT1,

which is 0.47 cm for the first mode and 17.7 cm for the second.

With the spread, the signals of different centres drift out of step. Averaging the phase factor exp(2πixL) over a Gaussian distribution of offsets x with standard deviation σ multiplies the signal by exp(−2π²σ²L²). Here σ = 0.10/2.355 cm⁻¹ = 0.0425 cm⁻¹. The signal then falls to 1/e where L/(2cT1) + 2π²σ²L² = 1, which gives about 0.46 cm for the first mode and 4.6 cm for the second. A scan has to go well beyond these lengths to record the full decay. If it stops earlier, the instrument adds to the apparent width.

**Part (g). How do these results bear on real silicon samples?**

Answer. Stretch modes of hydrogen bonded to silicon do lie roughly near 2000 cm⁻¹, so the assumed line position is typical. At that wavenumber the mean thermal occupation of the stretch mode is 6.8 × 10⁻⁵ even at 300 K, and treating the mode as initially in its ground state is safe. The spread of centres and the low-frequency mode are assumed, and they differ from one defect and sample to another. Real samples can depart from the minimum-width conditions in both of the ways treated here: strain and neighbouring defects spread the line centres, and warming brings dephasing. For the numbers used here, the spread raises the 0.018 cm⁻¹ line to 0.11 cm⁻¹, and dephasing at 300 K raises it to 0.42 cm⁻¹. Warming can also shorten T1, which raises the minimum itself, so a lifetime measured cold should be compared with a spectrum taken at the same low temperature. The value 0.68 cm⁻¹ is then a fair guide to the observed width if the spread is no larger than assumed here. The value 0.0180 cm⁻¹ is a floor that calls for a cold, very uniform sample and a high-resolution instrument.

Values computed for the example and the checks

```
Speed of light: 2.997925e+10 cm/s
Bath model, FWHM / decay rate: 1.0008
--- Mode with T1 = 7.8 ps ---
T2 without pure dephasing: 15.6 ps
Angular-frequency FWHM 1/T1: 1.2821e+11 rad/s
Minimum FWHM, formula: 0.68062 cm^-1
Minimum FWHM, Fourier integral: 0.68062 cm^-1
Minimum FWHM as frequency: 20.404 GHz
Half width at half maximum: 0.34031 cm^-1
Wrong value if 2 pi is dropped: 4.2765 cm^-1
Wrong value if T2 = T1 is used: 1.3612 cm^-1
FWHM / rough line centre: 3.40e-04
FWHM with Gaussian spread: 0.6961 cm^-1
Path difference for 1/e envelope: 0.468 cm
FWHM with dephasing at 77 K, T1 fixed: 0.7021 cm^-1
FWHM with dephasing at 300 K, T1 fixed: 1.0853 cm^-1
--- Mode with T1 = 295 ps ---
T2 without pure dephasing: 590.0 ps
Angular-frequency FWHM 1/T1: 3.3898e+09 rad/s
Minimum FWHM, formula: 0.01800 cm^-1
Minimum FWHM, Fourier integral: 0.01800 cm^-1
Minimum FWHM as frequency: 0.540 GHz
Half width at half maximum: 0.00900 cm^-1
Wrong value if 2 pi is dropped: 0.1131 cm^-1
Wrong value if T2 = T1 is used: 0.0360 cm^-1
FWHM / rough line centre: 9.00e-06
FWHM with Gaussian spread: 0.1099 cm^-1
Path difference for 1/e envelope: 17.688 cm
FWHM with dephasing at 77 K, T1 fixed: 0.0395 cm^-1
FWHM with dephasing at 300 K, T1 fixed: 0.4227 cm^-1
--- Shared inputs and neglected effects ---
Ratio of the two widths: 37.82
Rough line centre: 2000 cm^-1
Assumed Gaussian FWHM: 0.10 cm^-1
Soft mode, shift, damping: 100, 1, 20 cm^-1
Stretch-mode occupation at 300 K: 6.8e-05
Soft-mode occupation at 10 K: 5.643e-07
Dephasing FWHM at 10 K, formula: 5.643e-08 cm^-1
Soft-mode occupation at 77 K: 1.825e-01
Dephasing FWHM at 77 K, formula: 2.158e-02 cm^-1
Soft-mode occupation at 300 K: 1.625e+00
Dephasing FWHM at 300 K, formula: 4.265e-01 cm^-1
Dephasing FWHM at 77 K, full ladder: 2.147e-02 cm^-1
Dephasing FWHM at 300 K, full ladder: 4.047e-01 cm^-1
```
